**Ong's area formula for the weak-field Hall conductivity, tested on a square lattice**

The program tests \(\sigma_{xy}=-(e^2/h)A_l/(\pi\ell_B^2)\), where \(A_l=\oint l_x\,dl_y\) is the signed area swept by the mean-free-path vector \(\mathbf l\) around the Fermi line and \(\ell_B^2=\hbar/(eB)\). It asserts agreement with a direct time integration of the force law and Boltzmann equation, extrapolated to zero field, for isotropic and anisotropic scattering. It also asserts agreement with a matrix solution for a general symmetric collision operator, where \(\mathbf l\) deviates from the velocity direction by up to 11.6°. Further assertions cover the Stokes form of the area, the curvature rule, particle-hole symmetry, the Drude limit, and the switch at the saddle energy for constant \(|\mathbf l|\). For \(t=0.25\) eV, \(t'=-0.05\) eV and constant lifetime, the output places the Hall sign change at \(\mu=-0.2334\) eV, below the saddle energy of \(-0.200\) eV. At fixed \(\mu=-0.25\) eV, raising the scattering anisotropy \(r\) from 0 to 2 changes the area from 241.5 to −167.9 nm², with a zero at \(r=0.492\). The program also prints estimates of finite-field, thermal, lifetime, Zeeman and magnetic-breakdown effects.

## Program and output

```python
"""Weak-field Hall conductivity of a 2D band as an area (Ong's formula).

Result under test, for charge -e, field B along +z and two spins:
    sigma_xy = -(e^2/h) * A / (pi * LB2),   A = closed integral of lx dly
l = mean-free-path vector at B = 0 (nm), LB2 = hbar/(e B) (nm^2).
The Fermi line is followed along z x v, with filled states on its left.
Band: E = -2 t (cos kx + cos ky) - 4 t2 cos kx cos ky, k in units 1/a.
Scattering: 1/tau = (1 + r ((cos kx - cos ky)/2)^2) / TAU.
Units inside the program: eV, nm, fs.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

HBAR = const.hbar / const.e * 1e15          # eV fs
G0 = const.e**2 / const.h                   # siemens
KB = const.k / const.e                      # eV/K
T1, T2, A0, TAU = 0.25, -0.05, 0.38, 100.0
FIELD, TEMP, MU, R_ANISO = 5.0, 20.0, -0.25, 2.0
SADDLE = 4 * T2


def lb2(field):
    return const.hbar / (const.e * field) * 1e18


def energy(kx, ky, t2=T2):
    return (-2 * T1 * (np.cos(kx) + np.cos(ky))
            - 4 * t2 * np.cos(kx) * np.cos(ky))


def gradient(kx, ky, t2=T2):
    return (np.sin(kx) * (2 * T1 + 4 * t2 * np.cos(ky)),
            np.sin(ky) * (2 * T1 + 4 * t2 * np.cos(kx)))


def hessian_det(kx, ky):
    cx, cy = np.cos(kx), np.cos(ky)
    exx = 2 * T1 * cx + 4 * T2 * cx * cy
    eyy = 2 * T1 * cy + 4 * T2 * cx * cy
    exy = -4 * T2 * np.sin(kx) * np.sin(ky)
    return exx * eyy - exy**2


def contour(mu, t2=T2, n=2001):
    """Closed Fermi line, ordered along z x v, uniform in polar angle."""
    hole = mu > 4 * t2
    centre = math.pi if hole else 0.0
    phi = 2 * np.pi * np.arange(n) / n
    c, s = np.cos(phi), np.sin(phi)
    low = np.zeros(n)
    high = np.pi / np.maximum(abs(c), abs(s))
    for _ in range(56):
        mid = (low + high) / 2
        inside = (energy(centre + mid * c, centre + mid * s, t2) < mu) != hole
        low = np.where(inside, mid, low)
        high = np.where(inside, high, mid)
    kx, ky = centre + low * c, centre + low * s
    return (kx[::-1], ky[::-1]) if hole else (kx, ky)


def derivative(f):
    """Spectral derivative with respect to the polar parameter (odd n)."""
    n = len(f)
    freq = np.fft.fftfreq(n, 1 / n)
    if f.ndim == 2:
        freq = freq[:, None]
    return np.real(np.fft.ifft(1j * freq * np.fft.fft(f, axis=0), axis=0))


def signed_area(x, y):
    return np.sum(x * derivative(y)) * 2 * np.pi / len(x)


def path_vector(kx, ky, r=0.0, t2=T2):
    tau = TAU / (1 + r * ((np.cos(kx) - np.cos(ky)) / 2)**2)
    wx, wy = gradient(kx, ky, t2)
    return tau * A0 * wx / HBAR, tau * A0 * wy / HBAR


def path_area(mu, r=0.0, t2=T2):
    kx, ky = contour(mu, t2)
    return signed_area(*path_vector(kx, ky, r, t2))


def filling(mu):
    """Electrons per cell, both spins."""
    base = 2.0 if mu > SADDLE else 0.0
    return base + 2 * signed_area(*contour(mu)) / (4 * np.pi**2)


def sigma_xx(mu, r=0.0):
    kx, ky = contour(mu)
    step = np.hypot(derivative(kx), derivative(ky)) * 2 * np.pi / len(kx)
    length = np.hypot(*path_vector(kx, ky, r))
    return G0 * np.sum(length * step) / A0 / (2 * np.pi)


def sigma_xy(area, field):
    return -G0 * area / (np.pi * lb2(field))


def hall_coefficient(mu, r=0.0):
    """R_H = Ey/(jx B) of one plane, in m^2/C."""
    return sigma_xy(path_area(mu, r), 1.0) / sigma_xx(mu, r)**2


def orbit_period(mu, field):
    kx, ky = contour(mu)
    speed = np.hypot(*gradient(kx, ky))
    step = np.hypot(derivative(kx), derivative(ky)) * 2 * np.pi / len(kx)
    return np.sum(step / speed) * HBAR * lb2(field) / A0**2


def orbit_conductivity(mu, r, field):
    """sigma_xx, sigma_xy (S) from the force law and Boltzmann equation."""
    inv = 1 / lb2(field)

    def rhs(_, y):
        cx, cy = math.cos(y[0]), math.cos(y[1])
        vx = A0 / HBAR * math.sin(y[0]) * (2 * T1 + 4 * T2 * cy)
        vy = A0 / HBAR * math.sin(y[1]) * (2 * T1 + 4 * T2 * cx)
        rate = (1 + r * ((cx - cy) / 2)**2) / TAU
        return [-A0 * inv * vy, A0 * inv * vx,
                vx - rate * y[2], vy - rate * y[3], vx * y[2], vx * y[3]]

    kx, ky = contour(mu)
    lx, ly = path_vector(kx, ky, r)
    start = [kx[0], ky[0], lx[0], ly[0], 0.0, 0.0]
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-10)
    warm = solve_ivp(rhs, (0, 40 * TAU), start, **opts).y[:, -1]
    warm[4:] = 0.0
    end = solve_ivp(rhs, (0, orbit_period(mu, field)), warm, **opts).y[:, -1]
    return G0 * inv / np.pi * end[4], G0 * inv / np.pi * end[5]


# Direct solution at finite field, extrapolated to B = 0, against the area.
for r in (0.0, R_ANISO):
    one, two = (orbit_conductivity(MU, r, b) for b in (1.0, 2.0))
    slope = (4 * one[1] / 1.0 - two[1] / 2.0) / 3
    assert abs(slope / sigma_xy(path_area(MU, r), 1.0) - 1) < 1e-3
    zero_field = (4 * one[0] - two[0]) / 3
    assert abs(zero_field / sigma_xx(MU, r) - 1) < 1e-4

# General symmetric collision operator: l is no longer parallel to v.
kx, ky = contour(-0.30, n=301)
n = len(kx)
w = np.column_stack(gradient(kx, ky))
v = A0 * w / HBAR
du = np.hypot(derivative(kx), derivative(ky)) / np.hypot(w[:, 0], w[:, 1])
m = du * 2 * np.pi / n
p, q = np.sin(kx), np.cos(ky + 1)
dist2 = (kx[:, None] - kx)**2 + (ky[:, None] - ky)**2
W = 1 + 0.4 * np.outer(p, p) + 0.3 * np.outer(q, q) + 0.5 * np.exp(-dist2)
W /= m.sum() * TAU
collision = np.diag(W @ m) - W * m[None, :]
fix_mean = np.outer(np.ones(n), m) / (m.sum() * TAU)
along = derivative(np.eye(n)) / du[:, None]
l_vec = np.linalg.solve(collision + fix_mean, v)
b = A0**2 / (lb2(0.5) * HBAR)
lam = np.linalg.solve(collision + fix_mean + b * along, v)
tensor = v.T @ (m[:, None] * lam) / b
general_area = signed_area(l_vec[:, 0], l_vec[:, 1])
assert abs((tensor[0, 1] - tensor[1, 0]) / 2 / -general_area - 1) < 2e-3
cross = l_vec[:, 0] * v[:, 1] - l_vec[:, 1] * v[:, 0]
sine = cross / np.hypot(*l_vec.T) / np.hypot(*v.T)
max_tilt = np.degrees(np.arcsin(np.max(abs(sine))))
assert max_tilt > 1

# Constant tau: area equals the integral of the Hessian over filled states.
kx, ky = contour(MU)
node, weight = np.polynomial.legendre.leggauss(40)
fraction, weight = (node + 1) / 2, weight / 2
values = hessian_det(np.outer(kx, fraction), np.outer(ky, fraction))
inner = (values * fraction * weight).sum(axis=1) * (kx**2 + ky**2)
stokes = (TAU * A0 / HBAR)**2 * inner.sum() * 2 * np.pi / len(kx)
assert abs(stokes / path_area(MU) - 1) < 1e-6
grid = 2 * np.pi * np.arange(64) / 64
assert abs(hessian_det(grid[:, None], grid[None, :]).mean()) < 1e-12

# Curvature sign, and the energy where the Fermi line first turns concave.


def turning(mu, r=0.0):
    x, y = path_vector(*contour(mu), r)
    return x * derivative(y) - y * derivative(x), x**2 + y**2


lam_ratio = 2 * T2 / T1
X, Y = np.cos(kx), np.cos(ky)
rule = (X + lam_ratio) * (1 - Y**2) + (Y + lam_ratio) * (1 - X**2)
turn, _ = turning(MU)
clear = abs(rule) > 1e-5
assert np.all(np.sign(rule[clear]) == np.sign(turn[clear]))
mu_concave = 8 * T2 - 16 * T2**3 / T1**2
assert turning(mu_concave - 0.003)[0].min() > 0
assert turning(mu_concave + 0.003)[0].min() < 0

# Constant |l|: the sign follows topology and switches at the saddle energy.
for mu, sign in ((SADDLE - 0.01, 1), (SADDLE + 0.01, -1)):
    wx, wy = gradient(*contour(mu))
    size = np.hypot(wx, wy)
    assert abs(signed_area(wx / size, wy / size) - sign * np.pi) < 1e-6

# Particle-hole symmetry for t2 = 0, and the Drude limit at the band bottom.
assert abs(path_area(-0.2, t2=0.0) / path_area(0.2, t2=0.0) + 1) < 1e-8
low_mu = -4 * T1 - 4 * T2 + 0.001
low_density = filling(low_mu) / (A0 * 1e-9)**2
drude_ratio = hall_coefficient(low_mu) * low_density * const.e
assert abs(drude_ratio + 1) < 0.01

# Sign changes with filling (constant tau) and with anisotropic scattering.
scan = np.linspace(-0.79, 1.19, 100)
signs = np.sign([path_area(mu) for mu in scan])
n_changes = int(np.sum(signs[1:] != signs[:-1]))
assert n_changes == 1
mu_zero = brentq(path_area, -0.30, SADDLE - 0.01, xtol=1e-9)
assert mu_zero < SADDLE and path_area(SADDLE - 0.01) < 0
assert path_area(MU) > 0 > path_area(MU, R_ANISO)
r_zero = brentq(lambda r: path_area(MU, r), 0, R_ANISO, xtol=1e-8)

# Sizes of neglected effects.
x = np.linspace(-15, 15, 61)
thermal_weight = (x[1] - x[0]) / (4 * np.cosh(x / 2)**2)
assert abs(thermal_weight.sum() - 1) < 1e-5


def thermal_area(r):
    areas = [path_area(MU + KB * TEMP * xi, r) for xi in x]
    return float(np.dot(thermal_weight, areas))


def barrier(k):
    c = math.cos(k)
    return math.acosh(max(1.0, -(MU + 2 * T1 * c) / (2 * T1 + 4 * T2 * c)))


k_axis = kx[0]
gap_area = 2 * quad(barrier, k_axis, math.pi)[0]
breakdown = 2 * lb2(FIELD) / A0**2 * gap_area
assert breakdown > 20

print(f"t = {T1} eV, t' = {T2} eV, a = {A0} nm, tau0 = {TAU:.0f} fs")
print(f"B = {FIELD} T, T = {TEMP} K, mu = {MU} eV, kT = {1e3*KB*TEMP:.2f} meV")
print(f"magnetic length squared = {lb2(FIELD):.1f} nm^2")
print(f"saddle energy = {SADDLE:.3f} eV, holes/cell = {1-filling(SADDLE-1e-3):.3f}"
      " (taken 1 meV below)")
print(f"first concave point at mu = {mu_concave:.3f} eV")
print(f"constant-tau sign change: mu = {mu_zero:.4f} eV,"
      f" holes/cell = {1-filling(mu_zero):.3f}")
print(f"sign changes found in scan of band = {n_changes}")
print("constant tau: mu (eV), holes/cell, area (nm^2)")
for mu in (-0.60, -0.40, -0.30, -0.25, -0.21, -0.19, 0.0, 0.40):
    print(f"  {mu:6.2f}  {1-filling(mu):7.3f}  {path_area(mu):9.1f}")
print(f"Drude limit R_H n e = {drude_ratio:.4f}")
print(f"general collisions: largest angle of l to v = {max_tilt:.1f} deg")
print(f"  area = {general_area:.1f} nm^2, direct solution ="
      f" {-(tensor[0, 1]-tensor[1, 0])/2:.1f} nm^2")
density = filling(MU) / (A0 * 1e-9)**2
print(f"example: electrons/cell = {filling(MU):.3f},"
      f" -1/(n e) = {-1/(density*const.e):.3f} m^2/C")
turn, square = turning(MU)
angle = np.degrees(turn / square) * 2 * np.pi / len(turn)
print(f"velocity turns forward {angle[angle > 0].sum():.1f} deg,"
      f" backward {-angle[angle < 0].sum():.1f} deg")
diagonal = int(np.argmin(abs(kx - ky) + 10 * (kx < 0)))
for r in (0.0, R_ANISO):
    turn, _ = turning(MU, r)
    part = turn * np.pi / len(turn)
    length = np.hypot(*path_vector(kx, ky, r))
    area = path_area(MU, r)
    print(f"r = {r:.0f}: |l| axis = {length[0]:.2f} nm,"
          f" diagonal = {length[diagonal]:.2f} nm")
    print(f"  swept forward = {part[part > 0].sum():.1f} nm^2,"
          f" backward = {-part[part < 0].sum():.1f} nm^2")
    print(f"  signed area = {area:.1f} nm^2")
    print(f"  sigma_xx = {1e3*sigma_xx(MU, r):.3f} mS,"
          f" sigma_xy = {1e6*sigma_xy(area, FIELD):.2f} uS")
    print(f"  R_H = {hall_coefficient(MU, r):.4f} m^2/C")
    finite = orbit_conductivity(MU, r, FIELD)[1]
    print(f"  full-field sigma_xy at {FIELD:.0f} T = {1e6*finite:.2f} uS")
    print(f"  thermally averaged area = {thermal_area(r):.1f} nm^2")
    width = HBAR / (2 * TAU) * (1 + r * ((X[0] - Y[0]) / 2)**2)
    print(f"  hbar/(2 tau) on axis = {1e3*width:.2f} meV; area at mu -/+ this ="
          f" {path_area(MU-width, r):.1f}, {path_area(MU+width, r):.1f} nm^2")
print(f"area vanishes at r = {r_zero:.3f}")
print(f"2 pi tau0/period = {2*np.pi*TAU/orbit_period(MU, FIELD):.4f}")
zeeman = const.physical_constants["Bohr magneton in eV/T"][0] * FIELD
print(f"Zeeman shift (g = 2) = {1e3*zeeman:.3f} meV")
print(f"log10 of breakdown probability = {-breakdown/math.log(10):.0f}")
print("PASS")
```

Running it gives:

```
t = 0.25 eV, t' = -0.05 eV, a = 0.38 nm, tau0 = 100 fs
B = 5.0 T, T = 20.0 K, mu = -0.25 eV, kT = 1.72 meV
magnetic length squared = 131.6 nm^2
saddle energy = -0.200 eV, holes/cell = 0.174 (taken 1 meV below)
first concave point at mu = -0.368 eV
constant-tau sign change: mu = -0.2334 eV, holes/cell = 0.255
sign changes found in scan of band = 1
constant tau: mu (eV), holes/cell, area (nm^2)
   -0.60    0.779     1045.2
   -0.40    0.528     1250.2
   -0.30    0.377      760.2
   -0.25    0.288      241.5
   -0.21    0.201     -454.1
   -0.19    0.140    -1067.7
    0.00   -0.167    -3607.9
    0.40   -0.541    -5465.0
Drude limit R_H n e = -1.0000
general collisions: largest angle of l to v = 11.6 deg
  area = 1433.4 nm^2, direct solution = 1433.4 nm^2
example: electrons/cell = 0.712, -1/(n e) = -1.266 m^2/C
velocity turns forward 393.5 deg, backward 33.5 deg
r = 0: |l| axis = 9.57 nm, diagonal = 35.22 nm
  swept forward = 572.6 nm^2, backward = 331.1 nm^2
  signed area = 241.5 nm^2
  sigma_xx = 6.128 mS, sigma_xy = -22.62 uS
  R_H = -0.1205 m^2/C
  full-field sigma_xy at 5 T = -23.31 uS
  thermally averaged area = 240.8 nm^2
  hbar/(2 tau) on axis = 3.29 meV; area at mu -/+ this = 284.3, 197.1 nm^2
r = 2: |l| axis = 3.57 nm, diagonal = 35.22 nm
  swept forward = 96.0 nm^2, backward = 263.9 nm^2
  signed area = -167.9 nm^2
  sigma_xx = 4.308 mS, sigma_xy = 15.72 uS
  R_H = 0.1694 m^2/C
  full-field sigma_xy at 5 T = 15.15 uS
  thermally averaged area = -167.9 nm^2
  hbar/(2 tau) on axis = 8.82 meV; area at mu -/+ this = -119.5, -217.5 nm^2
area vanishes at r = 0.492
2 pi tau0/period = 0.0274
Zeeman shift (g = 2) = 0.289 meV
log10 of breakdown probability = -275
PASS
```
